\section*{Adatom capture by an isolated absorbing island on a desorbing surface, part 2}

Atoms stick to a flat substrate at rate $F$ per unit area, diffuse as adatoms with coefficient $D$, and desorb after a mean time $\tau$; $L=\sqrt{D\tau}$ is the diffusion length. At what rate $I$ do they enter a circular island of radius $R$ through its edge? The model assumes dilute adatoms, an isolated island, a slowly moving edge, and an edge that binds every arriving adatom, releases none and never fills up.

At distance $r$ from the island centre, the steady adatom density $n(r)$ obeys
\begin{equation}
\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)-\frac{n}{\tau}+F=0,
\qquad n(R)=0,\quad n(\infty)=F\tau .
\end{equation}
With $x=r/L$, $n=F\tau(1-u)$ and a prime for $d/dx$, this becomes
\begin{equation}
u''+\frac{u'}{x}-u=0,\qquad u(X)=1,\quad u(\infty)=0,\qquad X=\frac{R}{L}.
\label{eq:u}
\end{equation}
The solution is $u=K_0(r/L)/K_0(R/L)$, where
\begin{equation}
K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt,\qquad
K_1(x)=\int_0^\infty \cosh t\;e^{-x\cosh t}\,dt .
\end{equation}
$K_0$ itself satisfies the differential equation, and $K_0'=-K_1$. The capture rate is
\begin{equation}
I=2\pi RLF\,\frac{K_1(R/L)}{K_0(R/L)} .
\label{eq:I}
\end{equation}
The ratio is written $q(x)=K_1(x)/K_0(x)$. The chance that an adatom is caught before it desorbs equals $u$ at its position.

The example has a square lattice of spacing $a=0.30$~nm, $T=500$~K, $k_BT=0.04309$~eV, desorption energy $E_{\rm des}=0.70$~eV, diffusion barrier $E_{\rm diff}=0.30$~eV, attempt rate $\nu=10^{13}$~s$^{-1}$ for both processes, $F=0.10$~nm$^{-2}$s$^{-1}$ and $R=2.0$~nm. Then
\begin{align}
D&=\frac{a^2\nu}{4}\,e^{-E_{\rm diff}/k_BT}=2.13\times10^{8}\ \mathrm{nm^2/s},\\
\tau&=\frac{1}{\nu}\,e^{E_{\rm des}/k_BT}=1.14\ \mathrm{\mu s},\\
L&=\sqrt{D\tau}=15.6\ \mathrm{nm}.
\end{align}
Here $q(X)=3.489$ and $I=68$~s$^{-1}$. Atoms landing directly on the island add $\pi R^2F=1.3$~s$^{-1}$; the total equals the deposition on a disc of radius 14.9~nm. The edge of a one-layer island advances at $0.49$~nm/s.

\subsection{Islands much smaller than the diffusion length}

To find $K_0$ at small $x$, put $w=\tfrac12xe^t$. Then $x\cosh t=w+x^2/(4w)$ and $dt=dw/w$, so that
\begin{equation}
K_0(x)=\int_{x/2}^\infty e^{-w-x^2/(4w)}\,\frac{dw}{w}.
\end{equation}
Replacing $e^{-x^2/(4w)}$ by one changes it by at most $x^2/(4w)$. The error in the integral is therefore at most $\int_{x/2}^\infty x^2/(4w^2)\,dw=x/2$. What remains is integrated by parts, with $z=x/2$:
\begin{equation}
\int_z^\infty\frac{e^{-w}}{w}dw=-e^{-z}\ln z+\int_z^\infty e^{-w}\ln w\,dw
\;\to\;-\ln z-\gamma ,
\end{equation}
where $\gamma=-\int_0^\infty e^{-w}\ln w\,dw=0.5772$ is Euler's constant. Hence $K_0\simeq\ln(2/x)-\gamma$.

For $K_1$ write $\cosh t=\sinh t+e^{-t}$. The first part gives $\int_0^\infty x\sinh t\,e^{-x\cosh t}dt=e^{-x}$. The second contributes to $xK_1$ an amount between zero and $x\int_0^\infty e^{-t}dt=x$. So $xK_1\to1$, and
\begin{equation}
I\simeq\frac{2\pi L^2F}{\ln(2L/R)-\gamma}\qquad(R\ll L).
\label{eq:small}
\end{equation}
The scale is now the area $L^2$, and the radius enters through a logarithm. At fixed $L$ and $F$, doubling $R$ from 1 to 2~nm raises $I$ from 53 to 68~s$^{-1}$, not by a factor of two. At 2~nm the approximation gives 70~s$^{-1}$, which is 3\% too high; at 5~nm it is 15\% too high. At 20~nm its denominator is negative and it has no meaning.

As $L$ grows at fixed $R$ and $F$, the rate grows without bound. Without desorption a single island on an unlimited substrate has no steady rate; in practice other islands then limit its supply.

\subsection{Islands much larger than the diffusion length}

The differential equation for $K_0$, with $K_0'=-K_1$, gives $K_1'=-K_0-K_1/x$. The quotient rule then yields
\begin{equation}
q'=\frac{K_1'}{K_0}+\frac{K_1^2}{K_0^2}=q^2-\frac qx-1 .
\end{equation}
With $y=\cosh t-1$ the integrals become $e^{-x}\int_0^\infty e^{-xy}(\ldots)\,dy/\sqrt{y(2+y)}$, where the bracket is 1 for $K_0$ and $1+y$ for $K_1$. At large $x$ small $y$ dominates. Expanding the smooth factors in powers of $y$ gives both functions the same leading term, times series in $1/x$. One may therefore put $q=1+c_1/x+c_2/x^2+\dots$ and compare powers:
\begin{align}
x^{-1}:&\quad 0=2c_1-1 &&\Rightarrow\ c_1=\tfrac12,\\
x^{-2}:&\quad -c_1=c_1^2+2c_2-c_1 &&\Rightarrow\ c_2=-\tfrac18 .
\end{align}
Multiplied by $2\pi RLF$, this reads
\begin{equation}
I\simeq F\left(2\pi RL+\pi L^2-\frac{\pi L^3}{4R}\right)\qquad(R\gg L).
\end{equation}
The first two terms are the deposition on a ring of width $L$ around the island, since $\pi(R+L)^2-\pi R^2=2\pi RL+\pi L^2$. For $R=100$~nm the three terms give $978+76-3=1051$~s$^{-1}$, which agrees with the full formula to the digits shown. For $R=2$~nm the ring would give 96~s$^{-1}$ instead of 68, so the ring picture belongs to large islands.

\subsection{How soon the steady rate is reached}

Let deposition begin at $t=0$ on a bare surface, and let $m=\partial n/\partial t$. Differentiating $\partial n/\partial t=D\nabla^2n-n/\tau+F$ in time removes the constant $F$. At the start $n=0$, so $m=F$; at the edge $m=0$. Setting $m=e^{-t/\tau}v$, where $v$ is here an auxiliary density rate, removes the desorption term:
\begin{equation}
\frac{\partial v}{\partial t}=D\nabla^2v,\qquad v=F\ \text{at}\ t=0,\qquad v=0\ \text{at the edge}.
\end{equation}
Diffusion into an absorber never lifts $v$ above its initial value $F$. After any delay $v$ is thus nowhere above its starting profile, and diffusion preserves this order between the delayed and the undelayed solution. So $v$ nowhere increases in time. As it stays zero at the edge, its slope there, and with it its edge current $j(t)$, cannot increase either.

The capture rate is $I(t)=\int_0^te^{-t'/\tau}j(t')\,dt'$, and its final value $I$ is the integral to infinity. Because $j$ does not increase,
\begin{equation}
I(t)\ge j(t)\,\tau\left(1-e^{-t/\tau}\right),\qquad
I-I(t)\le j(t)\,\tau\,e^{-t/\tau}.
\end{equation}
Dividing the second by the first and solving for $I(t)/I$ gives
\begin{equation}
\frac{I(t)}{I}\ge1-e^{-t/\tau}.
\end{equation}
In the example, stepping the diffusion equation in time gives 0.72 at $t=\tau$, where the bound is 0.63, and 0.996 at $5\tau$, where it is 0.993. The steady state is thus reached within microseconds.

\subsection{Edges that resist or release atoms}

Suppose attachment is slow, so that the current per edge length is $\kappa n(R)$ with a finite velocity $\kappa$. Try $n=F\tau[1-AK_0(r/L)]$. Equating $D\,dn/dr$ and $\kappa n$ at $r=R$,
\begin{equation}
\frac DL\,AK_1(X)=\kappa\,[1-AK_0(X)]
\quad\Rightarrow\quad A=\frac{1}{K_0+(D/\kappa L)K_1}.
\end{equation}
The current is $2\pi RLF\,AK_1$, which is the ideal rate divided by $1+(D/\kappa L)q$. An extra barrier $E_b$ for the last hop gives $\kappa=(D/a)e^{-E_b/k_BT}$. With $E_b=0.05$~eV the divisor is $1+(0.0193)(3.19)(3.489)=1.21$, and the rate falls to 0.82 of the ideal one. Part of this is not due to the barrier: at $E_b=0$ the expression already gives 0.94, because it places the last free site at $R$ instead of one spacing outside. In this continuum estimate the barrier itself costs about 12\%; hopping on a square lattice, with the last hop slowed by the same factor, gives 10 to 11\%, depending on where the island centre lies.

If detachment keeps a density $n_e$ at the edge, the solution is $n=F\tau-(F\tau-n_e)u$, and $I$ is multiplied by $1-n_e/(F\tau)$. Estimate $n_e=a^{-2}e^{-E/k_BT}$, where $E$ is the cost of moving an edge atom onto the substrate; entropy and edge curvature are ignored. For $E=2$~eV the correction is $7\times10^{-13}$. It would reach 1\% at $E\simeq1.0$~eV.

\subsection{Neighbours, new islands and the lattice}

With $N$ equal, evenly spaced islands per area, each has a cell, taken as a circle of radius $1/\sqrt{\pi N}$, across whose border no net current flows. Solving the radial balance numerically with that condition, at $R=2$~nm, gives 0.999 of the isolated rate for $N=10^{10}$~cm$^{-2}$ and 0.75 for $10^{11}$~cm$^{-2}$. The cell radii are 56 and 18~nm, or 3.6 and 1.1 times $L$. Even spacing is the favourable case. Islands placed at random often have a neighbour much closer than the mean distance, and their average rate is lower, about 0.95 and 0.64 of the isolated one at these two densities.

New islands form when adatoms meet. Two adatoms approach with relative diffusion coefficient $2D$, and the pair is lost at rate $2/\tau$, so the diffusion length is again $L$. Treating one adatom as an absorber of radius $a$, it meets $2D\tau(F\tau)\,2\pi(a/L)q(a/L)=8.5\times10^{-5}$ others per lifetime. This is a rough estimate, since a continuum is applied at atomic distance. Adatoms are hardly depleted by it. Yet if every pair became a stable island, half this number times $F$ would create $4\times10^8$ islands per cm$^2$ and second, and $10^{10}$~cm$^{-2}$ after some tens of seconds. That density alone costs little, but the number keeps rising, and at about 0.5~nm/s the oldest islands reach a radius of order $L$ within about a minute. Isolation would then be a property of early growth.

A hopping calculation on the square lattice, in which all sites within 2~nm of the centre absorb, gives 0.978 of the continuum rate. Here the centre lies in the middle of a square of four sites; with the centre on a site the ratio is 0.970. For this island, whose radius is just under seven spacings, the two descriptions thus differ by 2 to 3\%.

\subsection{Temperature and energies}

In $D\tau$ the common attempt rate cancels:
\begin{equation}
L=\frac a2\,\exp\left(\frac{E_{\rm des}-E_{\rm diff}}{2k_BT}\right).
\end{equation}
Heating shortens $L$ when $E_{\rm des}>E_{\rm diff}$, because desorption speeds up more than diffusion. At fixed $F$ and $R$, the rate is 79~s$^{-1}$ at 490~K and 59~s$^{-1}$ at 510~K. At 500~K, changing $E_{\rm des}$ to 0.65 or 0.75~eV gives 28 or 175~s$^{-1}$. An uncertainty of 0.05~eV in binding thus outweighs the corrections found above for slow attachment, detachment, the lattice, and crowding up to $10^{11}$~cm$^{-2}$.

\subsection{Vapour deposition and precursor pulses}

The example represents vapour deposition with islands so sparse that most atoms desorb again. Evenly spaced islands of 2~nm radius take up about 7\% of the deposited atoms at $10^{10}$~cm$^{-2}$, but about half of them at $10^{11}$~cm$^{-2}$; randomly placed ones take somewhat less. The energies of the example are rough, so the result should be read as tens to a few hundred atoms per second. Real substrates also have defects that trap adatoms, and their islands may be crowded; crowding at $10^{11}$~cm$^{-2}$ lowers the model's rate by a quarter for evenly spaced islands and by about a third for randomly placed ones. If islands are several layers high, $R$ is the radius of their contact with the substrate, and the edge advances more slowly than calculated for one layer.

Atomic layer deposition breaks a different assumption: its surface reactions are self-limiting, so the edge stops absorbing once its reactive sites are used. For scale, keep the surface parameters of the example and take a precursor of mass 200~u at 0.1~Torr, with every impinging molecule trapped. The flux $P/\sqrt{2\pi mk_BT}$ is $1.1\times10^5$~nm$^{-2}$s$^{-1}$. The far coverage is then about 0.01 per site and each molecule meets of order a hundred others per lifetime, so the estimate also assumes that the molecules do not bind or react with one another. One reactive site per 0.5~nm makes 25 sites around the island. If each molecule that reaches the edge reacts, they are filled after 0.84~$\mu$s, before even one lifetime $\tau$ has passed. Applied to a pulse of 0.1~s, the steady formula would predict about $7.6\times10^6$ captured molecules, about $3\times10^5$ times the number of sites. Under these conditions the number of edge sites, and not $L$, sets the uptake per pulse. Besides isolation, dilute adatoms and a slowly moving edge, the steady formula needs a continuous supply and an edge that can capture the next atom after each capture. The main values used here are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
temperature 500 K, kT 0.04309 eV
desorption energy 0.70 eV, diffusion barrier 0.30 eV
attempt rate 1e+13 1/s, site spacing 0.30 nm
flux F 0.10 1/(nm^2 s) = 1.0e+13 1/(cm^2 s)
island radius R 2.0 nm
diffusion coefficient D 2.1297e+08 nm^2/s
lifetime tau 1.1368 us
diffusion length L 15.560 nm, R/L 0.12854
K0(R/L) 2.18057, K1(R/L) 7.60799, ratio 3.48899
far adatom density F tau 1.1368e-07 1/nm^2
capture rate I 68.220 1/s
direct impingement 1.257 1/s, I/direct 54.29
catchment radius incl. direct 14.871 nm
edge speed, one-layer island, from I 0.4886 nm/s
R (nm), I (1/s), small-R law (1/s), strip law 2 pi R L F (1/s)
  1, 52.73, 53.18, 9.78
  2, 68.22, 70.18, 19.55
  5, 105.45, 121.58, 48.88
  20, 262.48, none, 195.53
  100, 1051.12, none, 977.65
radial solver, worst relative difference 2.0e-07
capture probability from R+L: formula 0.16114
  simulation 0.16135, standard error 0.00058
I(t)/I from bare surface: t=tau 0.7193, 5 tau 0.99568
lattice rate / formula 0.9781
islands 1e+10 1/cm^2: cell radius 56.42 nm, rate/formula 0.9987
islands 1e+11 1/cm^2: cell radius 17.84 nm, rate/formula 0.7510
attachment barrier 0.05 eV: rate factor 0.8233
detachment cost 2.0 eV: n_edge/(F tau) 6.8e-13
adatom encounters per lifetime 8.5e-05
edge motion in tau, relative to R 2.8e-07
at 490 K: L 17.106 nm, I 79.342 1/s
at 510 K: L 14.206 nm, I 59.069 1/s
desorption energy 0.65 eV: L 8.710 nm, I 27.76 1/s
desorption energy 0.75 eV: L 27.797 nm, I 174.89 1/s
pulse 0.1 Torr, 200 u: flux 1.111e+05 1/(nm^2 s)
  far density 0.1263 1/nm^2
  edge sites 25.1 at 0.5 nm each
  edge filled after 0.837 us
\end{verbatim}
